# Conductance Powers of Wire, Sheet-Edge and Bulk Tunnel Junctions: a program that tests the result

```python
# RESULT UNDER TEST
# Zero-temperature, zero-bias conductance of a p-n tunnel junction with band
# overlap D, constant transmission T and Fermi level at mid-overlap:
#   wire        G   = G0 T                              (power 0 of D)
#   sheet edge  G/W = G0 T sqrt(m D) / (pi hbar)        (power 1/2)
#   bulk        G/A = G0 T m D / (4 pi hbar^2)          (power 1)
# G0 = 2e^2/h, m = smaller of the conduction and valence masses.
# Energies are in eV, lengths in nm, masses in free-electron masses.
# Transverse wavevector is conserved; bands are parabolic and isotropic.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal

H2 = sc.hbar**2 / sc.m_e / sc.e * 1e18        # hbar^2/m0 in eV nm^2
G0 = 2 * sc.e**2 / sc.h * 1e6                # microsiemens
KT = sc.k * 300 / sc.e                       # eV at 300 K

gap, mass, field, overlap = 0.3, 0.04, 0.1, 0.1   # field in eV/nm
eps_r, bias = 15.0, 0.01
hv = np.sqrt(gap / 2 * H2 / mass)            # hbar times band velocity, eV nm


def mode_density(dim, D, m_c, m_v):
    """Derived number of open modes (per nm or nm^2) at mid-overlap."""
    k_max = np.sqrt(min(m_c, m_v) * D / H2)
    return {1: 1.0, 2: k_max / np.pi, 3: k_max**2 / (4 * np.pi)}[dim]


def chord_modes(dim, D, V, m_c, m_v, fermi=None):
    """I/(G0 T V) from a k-space sum with explicit velocity.
    V > 0 is reverse bias; each Fermi level is fixed to its own band edge."""
    fermi = D / 2 if fermi is None else fermi
    valence_edge = D + V
    low, high = sorted((fermi, fermi + V))
    k_top = np.sqrt(2 * m_c * high / H2)
    n_x, n_t = (400000, 1) if dim == 1 else (8000, 500)
    dkx, dkt = k_top / n_x, k_top / n_t
    kx = (np.arange(n_x) + 0.5) * dkx
    kt = np.zeros(1) if dim == 1 else (np.arange(n_t) + 0.5) * dkt
    weight = {1: np.ones(1), 2: np.full(n_t, dkt / np.pi),
              3: kt * dkt / (2 * np.pi)}[dim]
    energy = H2 * (kx[None, :]**2 + kt[:, None]**2) / (2 * m_c)
    top = np.minimum(high, valence_edge - H2 * kt**2 / (2 * m_v))
    allowed = (energy > low) & (energy < top[:, None])
    slope = H2 * kx / m_c                    # hbar times velocity
    return float(weight @ (allowed @ slope)) * dkx / abs(V)


def small_bias_modes(dim, D, m_c, m_v, fermi=None, V=0.005):
    return 0.5 * (chord_modes(dim, D, V, m_c, m_v, fermi)
                  + chord_modes(dim, D, -V, m_c, m_v, fermi))


# Powers and prefactors from the k-space definition, with unequal masses.
overlaps = np.array([0.05, 0.1, 0.2])
powers = {}
for dim, expected in ((1, 0.0), (2, 0.5), (3, 1.0)):
    counted = np.array([small_bias_modes(dim, D, 0.04, 0.08) for D in overlaps])
    derived = np.array([mode_density(dim, D, 0.04, 0.08) for D in overlaps])
    assert np.allclose(counted, derived, rtol=0.01)   # grid and finite bias
    powers[dim] = np.polyfit(np.log(overlaps), np.log(counted), 1)[0]
    assert abs(powers[dim] - expected) < 0.01
for dim in (2, 3):                           # valence side now limits the modes
    assert np.isclose(small_bias_modes(dim, 0.1, 0.08, 0.04),
                      mode_density(dim, 0.1, 0.08, 0.04), rtol=0.01)

# A Fermi level pinned 20 meV above the conduction edge gives saturation.
pinned_ratio = (small_bias_modes(3, 0.2, mass, mass, fermi=0.02)
                / small_bias_modes(3, 0.1, mass, mass, fermi=0.02))
assert abs(pinned_ratio - 1) < 0.01

# Finite-bias factors for equal masses in bulk.
bulk_modes = mode_density(3, overlap, mass, mass)
reverse_factor = 1 + bias / (2 * overlap)
forward_factor = 1 - 3 * bias / (2 * overlap)
assert np.isclose(chord_modes(3, overlap, bias, mass, mass) / bulk_modes,
                  reverse_factor, rtol=0.01)
assert np.isclose(chord_modes(3, overlap, -bias, mass, mass) / bulk_modes,
                  forward_factor, rtol=0.01)

# Mode counts from a diagonalized hard-wall transverse Hamiltonian.
width, n_grid = 1000.0, 3000
step = width / (n_grid + 1)
hop = H2 / (2 * mass * step**2)
levels = eigh_tridiagonal(np.full(n_grid, 2 * hop), np.full(n_grid - 1, -hop),
                          eigvals_only=True, select='v',
                          select_range=(0, overlap / 2))
sheet_count = len(levels)
bulk_count = int(np.sum(levels[:, None] + levels[None, :] < overlap / 2))
sheet_modes = mode_density(2, overlap, mass, mass)
assert abs(sheet_count - sheet_modes * width) <= 1
# Hard walls remove a perimeter term, about 2 percent at this width.
assert abs(bulk_count / (bulk_modes * width**2) - 1) < 0.03


# Thermal factors, equal masses: closed forms against quadrature.
def thermal_factor(power):
    half = overlap / 2
    value = quad(lambda e: (1 - e / half)**power
                 / (4 * KT * np.cosh(e / (2 * KT))**2), 0, half)[0]
    return 2 * value


thermal_wire = np.tanh(overlap / (4 * KT))
thermal_bulk = 4 * KT / overlap * np.log(np.cosh(overlap / (4 * KT)))
thermal_sheet = thermal_factor(0.5)
assert np.isclose(thermal_factor(0), thermal_wire, rtol=1e-6)
assert np.isclose(thermal_factor(1), thermal_bulk, rtol=1e-6)


# Two-band tunnelling: uniform-field formula and full scattering solution.
def uniform_field_T(E_t, F=field):
    return np.exp(-np.pi * ((gap / 2)**2 + gap * E_t) / (hv * F))


def scattering_T(D, E_t):
    """Transmission at mid-overlap: flat lead, linear potential, flat lead."""
    M = np.sqrt((gap / 2)**2 + gap * np.atleast_1d(E_t))
    edge = (gap + D) / 2                     # |energy from local midgap| in leads
    length = (gap + D) / field
    n = int(max(800, 1000 * D))
    d = length / n
    p = np.sqrt(edge**2 - M**2)
    psi1, psi2 = (edge + M).astype(complex), p.astype(complex)
    current_right = 2 * (edge + M) * p
    for j in range(n):                       # propagate from right to left
        e = edge - (j + 0.5) * d * field
        kappa = np.sqrt(M**2 - e**2 + 1e-30j) / hv
        c, s = np.cosh(kappa * d), np.sinh(kappa * d) / kappa
        psi1, psi2 = (c * psi1 - s * 1j * (e + M) / hv * psi2,
                      c * psi2 - s * 1j * (e - M) / hv * psi1)
    current_left = 2 * np.real(np.conj(psi1) * psi2)
    assert np.allclose(current_left, current_right, rtol=1e-6)
    u1, u2 = -edge + M, -p                   # wave moving right in valence lead
    incoming = 0.5 * (psi1 / u1 + psi2 / u2)
    return current_right / (np.abs(incoming)**2 * 2 * u1 * u2)


E_test = np.array([0.0, 0.05])
T_far = scattering_T(3.0, E_test)            # leads far from the band edges
assert np.allclose(T_far, uniform_field_T(E_test), rtol=0.01)
T0 = float(uniform_field_T(0.0))
T_near = [scattering_T(D, 0.0)[0] for D in (0.0005, 0.001)]
threshold_power = np.log(T_near[1] / T_near[0]) / np.log(2)
assert abs(threshold_power - 1) < 0.1        # next order in overlap remains


def full_modes(D):
    """Transmission-weighted modes: wire, sheet per nm, bulk per nm^2."""
    E_top = D / 2 * (1 + D / (2 * gap))
    k_top = np.sqrt(2 * mass * E_top / H2)
    n = 300
    dk = k_top / n
    k = (np.arange(n) + 0.5) * dk
    T = scattering_T(D, H2 * k**2 / (2 * mass))
    return np.array([scattering_T(D, 0.0)[0], T.sum() * dk / np.pi,
                     (T * k).sum() * dk / (2 * np.pi)])


full_table = {D: full_modes(D) for D in (0.02, 0.05, 0.1, 0.2)}
local_powers = np.log(full_modes(0.11) / full_modes(0.09)) / np.log(0.11 / 0.09)

# Separate sizes of transverse-momentum damping and nonparabolicity in bulk.
E_decay = hv * field / (np.pi * gap)
x = overlap / 2 / E_decay
damping_bulk = (1 - np.exp(-x)) / x
average_T = quad(uniform_field_T, 0, overlap / 2)[0] / (overlap / 2)
assert np.isclose(average_T / T0, damping_bulk, rtol=1e-8)
nonparabolic_bulk = 1 + overlap / (2 * gap)
k_edge = np.sqrt(((gap + overlap)**2 - gap**2) / 4) / hv   # from two-band energy
assert np.isclose(k_edge**2 / (4 * np.pi) / bulk_modes, nonparabolic_bulk)

# Carrier density at mid-overlap and field from equal chemical doping alone.
k_max = np.sqrt(mass * overlap / H2)
density = k_max**3 / (3 * np.pi**2)          # per nm^3
eps = eps_r * sc.epsilon_0 / sc.e * 1e-9     # elementary charges per V nm
drop = gap + overlap
doping_field = np.sqrt(density * drop / eps)
side = np.sqrt(eps * drop / density)
grid = (np.arange(20000) + 0.5) / 10000 - 1
charge = np.where(grid < 0, density, -density)
field_profile = np.cumsum(charge) * side / 10000 / eps
assert np.isclose(field_profile.max(), doping_field, rtol=1e-3)
assert np.isclose(field_profile.sum() * side / 10000, drop, rtol=1e-3)

G_wire = G0 * T0
G_sheet = G0 * T0 * sheet_modes * 1e3
G_bulk = G0 * T0 * bulk_modes * 1e6 / 1e3

print(f"gap = {gap:.2f} eV; both masses = {mass:.2f} m0")
print(f"field = {field*10:.2f} MV/cm; overlap = {overlap:.2f} eV")
print(f"relative permittivity = {eps_r:.0f}")
print(f"hbar^2/m0 = {H2:.5f} eV nm^2")
print(f"hbar times band velocity = {hv:.4f} eV nm")
print(f"conductance quantum 2e^2/h = {G0:.3f} uS")
print(f"constant transmission T = {T0:.4f}")
print(f"largest transverse wavevector = {k_max:.4f} 1/nm")
print(f"sheet modes = {sheet_modes*1e3:.2f} per um")
print(f"bulk modes = {bulk_modes*1e6:.1f} per um^2")
print(f"diagonalized count, 1 um sheet = {sheet_count}")
print(f"diagonalized count, 1 um square = {bulk_count}")
print(f"wire conductance = {G_wire:.2f} uS")
print(f"sheet-edge conductance = {G_sheet:.1f} uS/um")
print(f"bulk conductance = {G_bulk:.2f} mS/um^2")
for dim, name in ((1, "wire"), (2, "sheet"), (3, "bulk")):
    print(f"power from k-space sum, {name} = {abs(powers[dim]):.3f}")
print("pinned Fermi level: 0.02 eV above conduction edge")
print(f"pinned bulk G(0.2 eV)/G(0.1 eV) = {pinned_ratio:.3f}")
print(f"bias for chord conductance = {bias*1e3:.0f} mV")
print(f"bulk factor, reverse bias = {reverse_factor:.3f}")
print(f"bulk factor, forward bias = {forward_factor:.3f}")
print(f"thermal energy at 300 K = {KT*1e3:.2f} meV")
print(f"300 K factor, wire = {thermal_wire:.3f}")
print(f"300 K factor, sheet = {thermal_sheet:.3f}")
print(f"300 K factor, bulk = {thermal_bulk:.3f}")
print(f"transverse decay energy = {E_decay*1e3:.1f} meV")
print(f"bulk factor from transverse damping = {damping_bulk:.3f}")
print(f"bulk factor from nonparabolicity = {nonparabolic_bulk:.3f}")
print(f"field-region length = {drop/field:.2f} nm")
print("full two-band / constant-T conductance:")
for D, values in full_table.items():
    ideal = T0 * np.array([mode_density(i, D, mass, mass) for i in (1, 2, 3)])
    r = values / ideal
    print(f" D={D:.2f} eV: wire {r[0]:.3f}, sheet {r[1]:.3f}, bulk {r[2]:.3f}")
print(f"full wire transmission at 0.1 eV = {full_table[0.1][0]:.4f}")
for name, value in zip(("wire", "sheet", "bulk"), local_powers):
    print(f"full local power near 0.1 eV, {name} = {value:.3f}")
print(f"full wire power, 0.5 to 1 meV = {threshold_power:.3f}")
print(f"carrier density per side = {density*1e21:.2e} cm^-3")
print(f"peak field from that doping = {doping_field*10:.3f} MV/cm")
print(f"T at that peak field = {uniform_field_T(0.0, doping_field):.1e}")
print("all good")
```

It prints:

```
gap = 0.30 eV; both masses = 0.04 m0
field = 1.00 MV/cm; overlap = 0.10 eV
relative permittivity = 15
hbar^2/m0 = 0.07620 eV nm^2
hbar times band velocity = 0.5346 eV nm
conductance quantum 2e^2/h = 77.481 uS
constant transmission T = 0.2665
largest transverse wavevector = 0.2291 1/nm
sheet modes = 72.93 per um
bulk modes = 4177.3 per um^2
diagonalized count, 1 um sheet = 72
diagonalized count, 1 um square = 4101
wire conductance = 20.65 uS
sheet-edge conductance = 1506.0 uS/um
bulk conductance = 86.26 mS/um^2
power from k-space sum, wire = 0.000
power from k-space sum, sheet = 0.501
power from k-space sum, bulk = 1.000
pinned Fermi level: 0.02 eV above conduction edge
pinned bulk G(0.2 eV)/G(0.1 eV) = 1.000
bias for chord conductance = 10 mV
bulk factor, reverse bias = 1.050
bulk factor, forward bias = 0.850
thermal energy at 300 K = 25.85 meV
300 K factor, wire = 0.747
300 K factor, sheet = 0.538
300 K factor, bulk = 0.423
transverse decay energy = 56.7 meV
bulk factor from transverse damping = 0.665
bulk factor from nonparabolicity = 1.167
field-region length = 4.00 nm
full two-band / constant-T conductance:
 D=0.02 eV: wire 0.350, sheet 0.236, bulk 0.179
 D=0.05 eV: wire 0.731, sheet 0.497, bulk 0.382
 D=0.10 eV: wire 1.105, sheet 0.752, bulk 0.586
 D=0.20 eV: wire 1.330, sheet 0.861, bulk 0.659
full wire transmission at 0.1 eV = 0.2945
full local power near 0.1 eV, wire = 0.461
full local power near 0.1 eV, sheet = 0.946
full local power near 0.1 eV, bulk = 1.458
full wire power, 0.5 to 1 meV = 0.995
carrier density per side = 4.06e+17 cm^-3
peak field from that doping = 0.140 MV/cm
T at that peak field = 7.9e-05
all good
```
